# How an Insulator Field Changes the Classical Charge-Capture Barrier

A transistor with an amorphous oxide channel is held under positive gate bias. An electron at the channel edge of the gate insulator can be captured by a trap at depth $x$ inside the insulator. Before capture the electron is in the channel and the trap is empty; afterwards the electron sits on the trap and the surrounding atoms have relaxed. The problem is to find how the field in the insulator changes the barrier to this process, and what that does to the capture rate.

Three assumptions hold throughout unless lifted explicitly. The energy surfaces of the two states, as functions of the atomic coordinates, are parabolic with equal curvature. The atoms move classically. The electron waits at a fixed energy, the band edge of the channel at the interface.

Let $\Delta$ be the **reaction energy**, the minimum of the final surface minus the minimum of the initial one. Let $L>0$ be the **relaxation energy**, released when the atoms move from the initial to the final equilibrium positions on the final surface. The elementary charge is $q>0$.

## (a) What does the field do to the reaction energy?

*A uniform field of magnitude $F$ points from the gate towards the channel. Find the new reaction energy.*

**Solution.** Measure $x$ from the interface into the insulator and set the electrostatic potential to zero at the interface. Moving towards the positive gate means moving against the field, so the potential rises as $\phi(x)=+Fx$. An electron has charge $-q$, and its energy on the trap changes by

$$-q\phi(x)=-qFx\equiv -s .$$

The waiting electron is at $x=0$ and keeps its energy. The final surface therefore moves down rigidly by $s$ while the initial one stays put:

$$\Delta\;\to\;\Delta-s,\qquad s=qFx .$$

"Rigidly" is an assumption: the field is taken to leave $L$ and the curvature alone.

Under negative bias, the case of interest when light supplies holes, the potential at depth $x$ is $-Fx$. A hole of charge $+q$ again gains $-qFx$ on the trap. What follows applies to hole capture too, with $\Delta$ and $L$ those of the hole process.

## (b) Where do the surfaces cross?

*For a single atomic coordinate, find the energy of the crossing above the initial minimum.*

**Solution.** Scale the coordinate $u$ so that the initial minimum is at $u=0$ and the final one at $u=1$. With equal curvatures,

$$V_i=Lu^2,\qquad V_f=L(u-1)^2+\Delta .$$

The prefactor is right because the final surface at $u=0$ lies $V_f(0)-\Delta=L$ above its own minimum, which is the definition of $L$. The gap between the surfaces is

$$V_f-V_i=L(u^2-2u+1)+\Delta-Lu^2=L+\Delta-2Lu .$$

The quadratic terms cancel because the curvatures are equal, so there is one crossing:

$$u_c=\frac{L+\Delta}{2L},\qquad B=Lu_c^2=\frac{(L+\Delta)^2}{4L}.$$

For $-L<\Delta<L$ the crossing lies between the two minima, $0<u_c<1$. For $\Delta<-L$ it lies on the far side of the initial minimum, $u_c<0$. This is called the inverted region.

## (c) Do many coordinates change the barrier?

*A trap in an amorphous insulator is coupled to many atomic displacements. Let $R$ be their vector, $K$ a symmetric positive stiffness matrix common to both states, and $D$ the displacement between the minima. Find the lowest crossing point.*

**Solution.** The surfaces are

$$V_i=\tfrac12R^{T}KR,\qquad V_f=\tfrac12(R-D)^{T}K(R-D)+\Delta,$$

and the relaxation energy is $L=\tfrac12D^{T}KD$. Expanding $V_f$, the terms quadratic in $R$ cancel in the gap:

$$V_f-V_i=L+\Delta-D^{T}KR .$$

The surfaces now cross on a whole plane, $D^{T}KR=L+\Delta$. To find its lowest point, split the displacement as $R=uD+P$, choosing $u$ so that $D^{T}KP=0$. Then $D^{T}KR=u\,D^{T}KD=2Lu$, and the crossing condition again gives $u=u_c=(L+\Delta)/(2L)$. The mixed term in the energy vanishes, leaving

$$V_i=\tfrac12u_c^2D^{T}KD+\tfrac12P^{T}KP=Lu_c^2+\tfrac12P^{T}KP .$$

The last term is never negative, so the minimum is at $P=0$. The barrier is the $B$ of part (b), and the lowest crossing lies on the straight line through the two minima.

## (d) How much does the field change the barrier?

*Find the reduction of $B$ when the trap level is lowered by $s$. Identify the first-order term, explain its coefficient, and say when it fails.*

**Solution.** Replace $\Delta$ by $\Delta-s$ and subtract:

$$B(\Delta)-B(\Delta-s)=\frac{(L+\Delta)^2-(L+\Delta-s)^2}{4L}=\frac{2s(L+\Delta)-s^2}{4L}.$$

Dividing out,

$$\boxed{\,B(\Delta)-B(\Delta-s)=\frac{s}{2}\left(1+\frac{\Delta}{L}\right)-\frac{s^2}{4L}\,}$$

To first order in $s=qFx$ the reduction is $(qFx/2)(1+\Delta/L)$. The series ends at second order because $B$ is quadratic in $\Delta$.

The coefficient of $s$ is the crossing position $u_c$. Lowering the final surface by a small $ds$ moves the crossing by $du=-ds/(2L)$. The initial surface has slope $2Lu_c$ there, so the crossing energy falls by $2Lu_c\,ds/(2L)=u_c\,ds$. A crossing close to the final minimum passes on nearly all of the shift, one close to the initial minimum very little. At $\Delta=0$ the share is one half.

The first-order term exceeds the true reduction by $s^2/(4L)$. Relative to the first-order term this error is

$$\frac{s^2/(4L)}{s(L+\Delta)/(2L)}=\frac{s}{2(L+\Delta)},$$

so the approximation needs $s\ll2(L+\Delta)$ when $\Delta>-L$.

Two limits show where "reduction" loses its meaning. At $s=L+\Delta$ the barrier is zero, because the final surface passes through the initial minimum; further lowering raises the barrier again. If $\Delta<-L$ from the start, the coefficient is negative and every lowering of the level raises the classical barrier.

## (e) What happens to the way back?

*Find the change in the barrier for the electron's return to the channel at the same field.*

**Solution.** The return barrier is measured from the final minimum:

$$B_r=B-\Delta=\frac{L^2+2L\Delta+\Delta^2-4L\Delta}{4L}=\frac{(L-\Delta)^2}{4L}.$$

With $\Delta\to\Delta-s$ it becomes $(L-\Delta+s)^2/(4L)$, an increase of

$$B_r(\Delta-s)-B_r(\Delta)=\frac{s}{2}\left(1-\frac{\Delta}{L}\right)+\frac{s^2}{4L}.$$

Adding this to the fall of the capture barrier gives $s$: the $\Delta/L$ terms and the quadratic terms cancel. The ratio of capture to return rates must follow the energy difference of the two states, and that difference changed by $s$. As long as the crossing stays between the two minima, the field divides its effect between easier capture and harder return.

## (f) How does the barrier enter the rate?

*For weak electronic coupling $M$ between channel and trap, the golden rule with classical atoms gives a rate $(2\pi/\hbar)|M|^2\,W$, where $W$ is the thermal probability density, per unit energy, of finding zero gap. Find $W$ and the factor by which the field multiplies the rate.*

**Solution.** On the initial surface the displacements are Gaussian with mean zero. Equipartition over the normal modes of $K$ gives the covariance $\langle RR^{T}\rangle=kT\,K^{-1}$. The gap $g=L+\Delta-D^{T}KR$ is linear in $R$, hence also Gaussian, with mean $L+\Delta$ and variance

$$D^{T}K\,(kT\,K^{-1})\,KD=kT\,D^{T}KD=2LkT .$$

Its density at $g=0$ is

$$W=\frac{1}{\sqrt{4\pi LkT}}\exp\left[-\frac{(L+\Delta)^2}{4LkT}\right]=\frac{e^{-B/kT}}{\sqrt{4\pi LkT}} .$$

The prefactor does not contain $\Delta$. With $M$ and $T$ held fixed, the field multiplies the rate per channel electron by

$$A=\exp\left\{\frac{1}{kT}\left[\frac{s}{2}\left(1+\frac{\Delta}{L}\right)-\frac{s^2}{4L}\right]\right\}.$$

Dropping the second-order term overestimates $A$ by the factor $e^{s^2/(4LkT)}$. A good first-order rate therefore needs $s^2\ll4LkT$, which is stricter than the condition on the barrier whenever $kT\ll L+\Delta$ and $L$ and $L+\Delta$ are comparable.

## (g) Numbers for a stressed transistor

*Take $F=1$ MV/cm, $x=2$ nm, $L=2$ eV, $\Delta=0.4$ eV and $T=333$ K. Evaluate the barriers and the rate factor.*

**Solution.** Since 1 MV/cm is 0.1 V/nm, $s=0.1\times2=0.200$ eV. The capture barriers without and with the field are

$$B=\frac{2.4^2}{8}=0.720\ \text{eV},\qquad B=\frac{2.2^2}{8}=0.605\ \text{eV}.$$

The reduction is 0.115 eV. The first-order term is $0.100\times1.2=0.120$ eV, and the second-order term $0.04/8=0.005$ eV accounts for the difference. The crossing moves from $u_c=0.60$ to $0.55$; the mean of these, 0.575, times $s$ is again 0.115 eV.

The return barrier rises from $1.6^2/8=0.320$ eV to $1.8^2/8=0.405$ eV. Its increase of 0.085 eV and the capture reduction of 0.115 eV add to 0.200 eV. If the bias is removed after capture, the return barrier drops back to 0.320 eV, so in this model recovery is faster at zero field than under stress.

With $kT=0.0287$ eV the capture rate grows by $e^{0.115/0.0287}\approx55$. The first-order estimate is about 65, too large by a factor 1.19, although the barrier reduction was only 4% off. The second-order term reaches $kT$ at $s=\sqrt{4LkT}=0.48$ eV, which at this depth means 2.4 MV/cm. There the first-order rate is wrong by a factor $e$.

At the same field, traps at 1, 2, 3 and 4 nm have reductions of 0.059, 0.115, 0.169 and 0.220 eV. The growth is slightly slower than linear because of the second-order term. Deeper traps gain more from the field, but they are also harder to reach by tunnelling.

## (h) What has the model left out?

*Estimate the main omissions for the same numbers.*

**Solution.** *Carrier energy.* The field that lowers the trap also presses the channel electrons against the interface, which raises their energy. Continuity of the displacement field, with rough permittivities 3.9 and 10, gives a channel surface field $F_s=(3.9/10)\times1=0.39$ MV/cm. For a hard wall and a constant field $f$, the ground state is an Airy function with its first zero at the wall, with energy

$$E_1=2.338\left(\frac{\hbar^2q^2f^2}{2m}\right)^{1/3}.$$

The channel electrons screen the field away from the interface, so their potential lies below $qF_sz$ at distance $z$ into the channel. Within this hard-wall picture of a thick film, $f=F_s$ thus gives an upper bound on the lowest level. For a rough mass of 0.34 electron masses the bound is 0.130 eV, while the average field $f=F_s/2$ gives 0.082 eV. In this picture the second value is too low, because the field near the wall is close to $F_s$. Solving the Schrödinger and Poisson equations together for a 30 nm film at 333 K, with a hard wall and all the gate charge mobile, gives about 0.114 eV. This value is itself on the high side. Letting the wave function penetrate a 3 eV barrier lowers it to about 0.105 eV, and adding exchange and correlation in a zero-temperature local approximation lowers it to about 0.08 eV, for which the reduction below would be about 0.16 eV.

Raising the initial state by $E_1$ lowers $\Delta$ further, so $s$ is replaced by $s+E_1$. With $E_1=0.114$ eV the reduction is 0.176 eV instead of 0.115 eV, larger by about half. The capture rate rises by another factor $e^{0.061/0.0287}\approx8$. The half-field value would give 0.159 eV and a factor of about 5. Confinement also increases the electron's weight at the interface, and with it $|M|^2$. This gain is not included in the numbers here; it depends on the film thickness and, averaged over the thermal population, can exceed a factor of ten in a film a few tens of nanometres thick. It cannot simply be multiplied onto the other factors, because at zero field capture is dominated by electrons above the band edge. Summing the rate over subbands and in-plane energies for the 30 nm film with a 3 eV barrier gives a gain per electron of about $5\times10^{3}$, only about four times the product of the barrier, confinement and tunnelling factors of this section.

*Degeneracy.* If all the gate charge is mobile, the sheet density is $\varepsilon F/q\approx2.2\times10^{12}\ \text{cm}^{-2}$, with $\varepsilon$ the insulator permittivity. One two-dimensional band with density of states $m/(\pi\hbar^2)$ holds

$$n=\frac{m\,kT}{\pi\hbar^2}\ln\left(1+e^{\mu/kT}\right)$$

electrons per area. Solving for the Fermi level gives $\mu=-0.010$ eV relative to the band bottom. In the self-consistent solution for the 30 nm film, about a third of the electrons occupy higher subbands. This lowers the Fermi level to about $-0.024$ eV, still within $kT$ of the bottom of the lowest subband. The gas is therefore at the border of degeneracy, and the energy involved is small beside $s$. The thermal spread of carrier energies has a modest effect too: averaging the classical rate over a Boltzmann distribution with constant density of states changes the field factor from 55 to about 49. With Fermi occupation under field, at a Fermi level of $-0.024$ eV, it is about 53.

*Electron tunnelling.* The coupling $|M|^2$ contains the factor

$$\exp\left[-\frac{2}{\hbar}\int_0^x\sqrt{2m_{ox}(\Phi-qFz)}\,dz\right],$$

where $z$ now runs into the insulator. For a rough band offset $\Phi=3$ eV and mass $m_{ox}$ of half the electron mass, it is about $10^{-11}$ at zero field. The field lowers the barrier along the path to the trap, whose length is fixed, and so increases the tunnelling factor 1.53 times. This multiplies the 55 found above, giving about 84 before the confinement correction. The raised level $E_1$ also brings the electron closer to the top of the tunnelling barrier, which adds a further factor of about 1.6.

*Quantum motion of the atoms.* Replace the classical coordinate by one oscillator of quantum $\hbar\omega=0.05$ eV, larger than $kT$. A single oscillator gives sharp lines spaced by $\hbar\omega$ in energy; dividing their weights by $\hbar\omega$ turns them into a density comparable with $W$. The thermal sum over oscillator overlaps then gives a zero-field rate 2.7 times the classical one, yet the field factor changes only from 55 to 59. A symmetry explains most of this insensitivity. Reflecting the coordinate about the midpoint between the minima exchanges the two wells, so the squared overlap of initial level $m$ with final level $n$ equals that of initial level $n$ with final level $m$. Energy conservation requires $(m-n)\hbar\omega=\Delta$, so the Boltzmann weights of levels $n$ and $m$ differ by $e^{\Delta/kT}$. Hence

$$W(-\Delta)=e^{\Delta/kT}\,W(\Delta),\qquad W(\Delta)=e^{-\Delta/2kT}\,h(\Delta),$$

with $h$ an even function. The factor $e^{s/2kT}\approx33$ is therefore common to the classical and quantum results. Only the remaining factor, $h(\Delta-s)/h(\Delta)$, can differ: it is 1.7 classically and 1.8 for the oscillator. The closeness of these two values depends on the quantum chosen. For $\hbar\omega=0.1$ eV, within the range of silica vibrations, the remaining factor is 2.4, the field factor is 77, and the zero-field rate is 24 times the classical one.

*Unequal curvature.* Keep the initial surface, the positions of the minima and $\Delta$ fixed, and multiply the final curvature by 0.8 or 1.2. The zero-field barrier becomes 0.679 or 0.756 eV, and the reduction 0.122 or 0.109 eV. The field effect moves by about 5 to 6%, but the barrier shift of some 0.04 eV exceeds $kT$ and matters for the absolute rate.

*Pull on the ions.* An ion of charge $q$ that moves 0.05 nm along the field during capture changes $\Delta$ by 0.005 eV. The sign depends on the direction of motion. The barrier changes by about $0.6\times0.005=0.003$ eV.

**The real case.** The parameters are meant for the regime of an amorphous indium gallium zinc oxide transistor with a silicon dioxide gate insulator. A field near 1 MV/cm and a temperature of some 60 °C are ordinary stress conditions, and the field is about one eighth of a rough breakdown field of 8 MV/cm. The trap values are less certain: relaxation energies of order 1 eV are plausible for oxide defects, but $L$, $\Delta$ and $x$ here describe one model trap, not an identified defect. Real devices break the assumption of fixed carrier energy, which moves the reduction from 0.115 to between about 0.16 and 0.18 eV by the estimates above. An amorphous insulator also has a spread of traps. At fixed $L$ and $s$, a change of 0.1 eV in $\Delta$ alters the reduction by $0.1\,s/(2L)=0.005$ eV, but it alters the zero-field barrier by about 0.06 eV, or two $kT$. A spread in $\Delta$ alone therefore affects the absolute capture times much more than their field dependence; a spread in depth changes $s$ and so alters the field dependence directly. A measured threshold shift sums over many such traps and also depends on the number of channel electrons, so the factor 55 is not a prediction of how fast the threshold moves. Most of the values used in parts (g) and (h) are listed in the numerical output.

## Calculated quantities

```
Field in insulator: 1.0 MV/cm
Trap depth: 2.0 nm
Relaxation energy L: 2.00 eV
Reaction energy dE at zero field: 0.40 eV
Temperature: 333 K
Thermal energy kT: 0.02870 eV
Level lowering s = qFx: 0.200 eV
Crossing position, zero field: 0.600 (no unit)
Crossing position, with field: 0.550 (no unit)
Capture barrier, zero field: 0.7200 eV
Capture barrier, with field: 0.6050 eV
Barrier reduction, exact: 0.1150 eV
Barrier reduction, first order: 0.1200 eV
Second-order term s^2/(4L): 0.0050 eV
Reverse barrier, zero field: 0.3200 eV
Reverse barrier, with field: 0.4050 eV
Capture rate factor, exact: 55.0
Capture rate factor, first order: 65.5
Lowering where s^2/(4L) = kT: 0.479 eV
Field for that lowering: 2.40 MV/cm
Lowering that removes the barrier: 2.40 eV
Depth 1 nm: exact 0.0588, first order 0.0600 eV
Depth 2 nm: exact 0.1150, first order 0.1200 eV
Depth 3 nm: exact 0.1688, first order 0.1800 eV
Depth 4 nm: exact 0.2200, first order 0.2400 eV
Phonon energy, rough: 0.050 eV
Quantum/classical rate, zero field: 2.69
Capture rate factor, quantum nuclei: 59.2
Final/initial curvature 0.8: barrier 0.6788, reduction 0.1219 eV
Final/initial curvature 1.2: barrier 0.7560, reduction 0.1094 eV
Insulator band offset, rough: 3.0 eV
Insulator tunnelling mass, rough: 0.50 m_e
Tunnelling factor, zero field: 1.26e-11
Field gain of tunnelling factor: 1.53
Permittivities, rough: insulator 3.9, channel 10.0
Channel electron mass, rough: 0.34 m_e
Channel surface field: 0.39 MV/cm
Confinement energy, half surface field: 0.082 eV
Confinement energy, upper bound: 0.130 eV
Reduction with half-field confinement: 0.1591 eV
Channel sheet density: 2.16e+12 cm^-2
Fermi level above lowest subband: -0.0104 eV
Ion displacement, rough: 0.05 nm
Field energy of one charge so moved: 0.0050 eV
Breakdown field, rough: 8 MV/cm
Field / breakdown field: 0.125
```
